# Merging of the two adsorption wells in a narrow slit pore

## 1. What symmetry and dimensions fix

A molecule sits between two identical flat walls. Each wall is a single plane of atoms, and the planes are a distance $H$ apart, measured between atom centres. Let $x$ be the molecule's distance from the midplane and $d=H/2$.

Reflection in the midplane exchanges the walls, so the potential energy satisfies $V(-x)=V(x)$. The force therefore vanishes at $x=0$ for every $H$. The midplane may be a minimum or a maximum, and any other minimum has a mirror image.

The molecule interacts with each wall atom through the Lennard-Jones potential

$$u(r)=4\varepsilon\left[\left(\frac{\sigma}{r}\right)^{12}-\left(\frac{\sigma}{r}\right)^{6}\right],$$

where $\varepsilon$ and $\sigma$ belong to the pair formed by the molecule and a wall atom. If the wall atoms are smeared into a uniform areal density $n$, then $n$ and $\varepsilon$ multiply the whole potential and cannot move its minima. The only length left is $\sigma$, so the separation at which the wells merge must be

$$H_c=c\,\sigma,$$

with $c$ a pure number. The task is to find $c$, and to show that no other minima exist on either side of $H_c$.

The assumptions are a lone spherical molecule, rigid smooth walls and classical motion.

## 2. The potential of one wall

A wall atom at lateral distance $s$ from the foot of the perpendicular is at distance $r=\sqrt{z^2+s^2}$ from a molecule at height $z$. Summing over rings of area $2\pi s\,ds$ requires

$$\int_0^\infty\frac{2\pi s\,ds}{(s^2+z^2)^m}=\pi\int_{z^2}^{\infty}\frac{dt}{t^m}=\frac{\pi}{(m-1)\,z^{2m-2}},\qquad t=s^2+z^2 .$$

The repulsion has $m=6$ and the attraction $m=3$, so

$$\phi_{\rm wall}(z)=4\pi n\varepsilon\left[\frac{\sigma^{12}}{5z^{10}}-\frac{\sigma^6}{2z^4}\right]
=2\pi n\varepsilon\sigma^2\left[\frac25\left(\frac{\sigma}{z}\right)^{10}-\left(\frac{\sigma}{z}\right)^4\right].$$

This is the 10-4 potential. From here to the end of Section 6, lengths are in units of $\sigma$ and energies in units of $E_0=2\pi n\varepsilon\sigma^2$. Then

$$\phi(z)=\tfrac25z^{-10}-z^{-4},\qquad \phi'(z)=-4z^{-11}+4z^{-5},\qquad \phi''(z)=44z^{-12}-20z^{-6}.$$

The derivative is negative for $z<1$ and positive for $z>1$. One wall alone thus has a single well at $z=1$, with energy $\phi(1)=-3/5$.

## 3. Curvature at the midplane

The distances to the two walls are $d+x$ and $d-x$, so

$$V(x)=\phi(d+x)+\phi(d-x),\qquad |x|<d .$$

Two differentiations give $V''(x)=\phi''(d+x)+\phi''(d-x)$, because the factor $-1$ from the second argument appears twice. At the centre,

$$V''(0)=2\phi''(d)=\frac{40}{d^{6}}\left(\frac{11}{5d^{6}}-1\right).$$

This is positive for $d^6<11/5$ and negative for $d^6>11/5$. The change occurs at

$$d_c=\left(\frac{11}{5}\right)^{1/6}=1.1404,\qquad \boxed{H_c=2\left(\frac{11}{5}\right)^{1/6}\sigma\simeq2.28\,\sigma .}$$

At this separation the midplane coincides with the inflection point of each wall's potential. Closer to a wall than the inflection point, $\phi$ curves upward, and the two upward curvatures hold the molecule at the centre. Farther out, $\phi$ curves downward and the centre is unstable.

This is a local result. It does not yet exclude side wells that coexist with a central minimum, in which case the wells would not merge at $H_c$. The next section closes that gap.

## 4. Counting all the minima

By symmetry it is enough to study $0<x<d$. The slope is

$$V'(x)=\phi'(d+x)-\phi'(d-x).$$

Inserting $\phi'$ and grouping equal powers gives

$$V'(x)=4\left[(d-x)^{-11}-(d+x)^{-11}\right]-4\left[(d-x)^{-5}-(d+x)^{-5}\right].$$

Put $u=x/d$, with $0<u<1$, and define

$$A_m(u)=(1-u)^{-m}-(1+u)^{-m},\qquad R(u)=\frac{A_{11}(u)}{A_5(u)} .$$

Taking the powers of $d$ outside,

$$V'(x)=4d^{-11}A_{11}(u)-4d^{-5}A_5(u)=4d^{-11}A_5(u)\left[R(u)-d^6\right].$$

Since $A_5(u)>0$, the sign of the slope is the sign of $R(u)-d^6$. Everything now depends on the shape of $R$.

**$R$ rises strictly.** In the binomial series the even powers cancel and the odd ones double:

$$A_m(u)=2\sum_{k=1,3,5,\dots}\binom{m+k-1}{k}u^k .$$

Let $a_k$ and $b_k$ be the coefficients of $u^k$ in $A_{11}$ and $A_5$. All are positive, and

$$\frac{a_k}{b_k}=\frac{(k+10)!}{10!\,k!}\,\frac{4!\,k!}{(k+4)!}=\frac{4!}{10!}(k+5)(k+6)\cdots(k+10).$$

This ratio grows with $k$; its first values are $11/5$, $286/35$ and $143/6$. The sign of $R'$ is that of

$$A_{11}'A_5-A_{11}A_5'=\sum_{j,k}(j-k)\,a_jb_k\,u^{j+k-1}.$$

The terms with $j=k$ vanish. Each remaining pair $(j,k)$ and $(k,j)$, with $j>k$, combines to

$$(j-k)\left(a_jb_k-a_kb_j\right)u^{j+k-1}>0,$$

because $a_j/b_j>a_k/b_k$. Hence $R'(u)>0$ throughout $0<u<1$.

**The end values.** As $u\to0$, the leading terms give $R\to a_1/b_1=11/5$. As $u\to1$, $R$ grows as $(1-u)^{-6}$ without bound. There are two cases.

- If $d^6\le11/5$, then $R(u)>d^6$ for every $u>0$. The energy rises all the way from the midplane to the wall, so there is one minimum, at the centre. This includes the case $H=H_c$.
- If $d^6>11/5$, then $R(u)=d^6$ has one solution $u_*$. The slope is negative before it and positive after it. There is one minimum on each side, at $x=\pm x_*=\pm u_*d$, with a maximum between them.

As $H$ falls to $H_c$, $u_*$ falls continuously to zero. The two wells therefore merge into one central minimum, as claimed. A count of minima on a fine grid, made directly from $V(x)$, puts the change at $2.28088\,\sigma$, against $2.28087\,\sigma$ from the formula.

## 5. How the wells approach each other

**Close to merging.** Write $H=H_c(1+\eta)$ with small $\eta>0$. From $A_{11}=2(11u+286u^3+\dots)$ and $A_5=2(5u+35u^3+\dots)$,

$$R(u)=\frac{11}{5}\,\frac{1+26u^2+\dots}{1+7u^2+\dots}=\frac{11}{5}\left(1+19u^2+\dots\right).$$

Also $d^6=\frac{11}{5}(1+\eta)^6\simeq\frac{11}{5}(1+6\eta)$. Equating the two,

$$\frac{x_*}{d}\simeq\sqrt{\frac{6\eta}{19}} .$$

The wells separate as a square root, so a small change of pore width moves them quickly.

For the barrier, insert $A_5\simeq10u$ into $V'$ and integrate with $dx=d\,du$:

$$V(x)-V(0)\simeq88\,d_c^{-10}\int_0^u\left(19v^3-6\eta v\right)dv=88\,d_c^{-10}\left(\frac{19u^4}{4}-3\eta u^2\right).$$

At $u^2=6\eta/19$ the bracket equals $9\eta^2/19-18\eta^2/19=-9\eta^2/19$. Using $d_c^{-10}=\frac{5}{11}d_c^{-4}$, the central barrier is

$$V(0)-V(x_*)\simeq\frac{792}{19}\,\frac{\eta^2}{d_c^{10}}=\frac{360}{19}\,\frac{\eta^2}{d_c^{4}} .$$

For $\eta=0.001$ the offset law gives $x_*/d=0.01777$ and direct minimization $0.01778$. The barrier law gives $1.120\times10^{-5}E_0$ and minimization $1.114\times10^{-5}E_0$. At $\eta=0$ the quadratic term is absent and the central well has a quartic bottom.

**Wide pores.** For large $H$ the molecule sits at a distance $z=d-x_*$ close to 1 from the nearer wall. The condition $V'=0$ reads $\phi'(z)=\phi'(H-z)$. On the left, $\phi'(z)\simeq\phi''(1)(z-1)=24(z-1)$. On the right, the far wall contributes about $4/(H-1)^5$. Hence

$$z-1\simeq\frac{1}{6(H-1)^5}.$$

The far wall pulls the molecule slightly inward. At $H=3$ this shift is already only $0.005$.

## 6. Merging is not the point of strongest binding

At $H_c$ the central energy is

$$V(0)=2d_c^{-4}\left(\frac{2}{5d_c^6}-1\right)=2d_c^{-4}\left(\frac{2}{11}-1\right)=-\frac{18}{11}\,d_c^{-4}.$$

Dividing by the single-wall value $-3/5$ gives a depth ratio of $\frac{30}{11}\left(\frac{11}{5}\right)^{-2/3}=1.61$.

Since neither wall can contribute less than $-3/5$, the total energy cannot fall below $-6/5$. That value requires both distances to equal 1, which means $x=0$ and $H=2$. The well thus continues to deepen after merging, until $H=2\sigma$, where it is twice as deep as a single-wall well.

## 7. A round pore

A pore may resemble a channel more than a slit. Replace the two planes by one cylindrical shell of radius $a$, with the same smeared density. The potential does not vary along the axis, and near the axis it depends only on the distance $s$ from it, so $V\simeq V(0)+\frac14(\nabla^2V)s^2$. The axis changes from minimum to maximum where $\nabla^2V=0$.

In three dimensions $\nabla^2r^{-m}=m(m-1)r^{-m-2}$, which gives factors 132 for $m=12$ and 30 for $m=6$. A shell atom at axial distance $\zeta$ has $r^2=a^2+\zeta^2$, and

$$\int_{-\infty}^{\infty}\frac{d\zeta}{(a^2+\zeta^2)^{p/2}}=a^{1-p}\sqrt\pi\,\frac{\Gamma\!\left(\frac{p-1}{2}\right)}{\Gamma\!\left(\frac p2\right)} .$$

With $p=14$ and $p=8$, the condition $\nabla^2V=0$ becomes, in units of $\sigma$,

$$a^6=\frac{132}{30}\,\frac{\Gamma(13/2)\,\Gamma(4)}{\Gamma(7)\,\Gamma(7/2)}=\frac{22}{5}\cdot\frac{231}{320}=3.176 .$$

The critical diameter is $2a=2.42\,\sigma$, about 6% above the slit value. This is a local statement about the axis; the global proof of Section 4 was made for the slit.

## 8. Worked example: nitrogen in a narrow low-k pore

Take nitrogen at $77\ \mathrm K$ as a probe of a slit-like pore in a porous organosilicate dielectric, with walls lined by oxygen. Rough illustrative parameters are $\sigma=0.32\ \mathrm{nm}$, $\varepsilon=13\ \mathrm{meV}$ and $n=13\ \mathrm{nm^{-2}}$. This $n$ is that of a dense, silica-like oxygen layer; a methyl-rich wall has fewer oxygen atoms. The well and barrier energies below scale with $n$, while $H_c$ does not depend on it. The energy scale is

$$E_0=2\pi(13\ \mathrm{nm^{-2}})(13\ \mathrm{meV})(0.32\ \mathrm{nm})^2=108.7\ \mathrm{meV},$$

and one wall alone binds with $0.6E_0=65.2\ \mathrm{meV}$. Merging occurs at

$$H_c=2.281\times0.32\ \mathrm{nm}=0.730\ \mathrm{nm}\quad(7.30\ \text{Å}).$$

This is a centre-to-centre distance. Subtracting a wall-atom diameter of roughly $0.28\ \mathrm{nm}$ leaves a clear width of $0.45\ \mathrm{nm}$, a value that depends on the diameter chosen.

| $H$ (nm) | $x_*$ (nm) | Well energy (meV) | Barrier (meV) |
|---|---|---|---|
| 0.640 | 0 | −130.5 | 0 |
| 0.730 ($H_c$) | 0 | −105.2 | 0 |
| 0.768 | 0.050 | −93.3 | 2.5 |
| 0.832 | 0.090 | −81.8 | 11.9 |
| 0.960 | 0.158 | −72.0 | 30.6 |

At merging the well is $105.2-65.2=40.0\ \mathrm{meV}$ deeper than at a single wall. With $kT=6.64\ \mathrm{meV}$ this is $6.0\,kT$, which raises the Boltzmann factor at the minimum about 400 times for a spherical molecule with these parameters. The factor is only an order of magnitude, because $E_0$ stands in the exponent: a 10% change of $E_0$ alters it by a factor of about 1.8.

The row at $0.768\ \mathrm{nm}$ has $\eta=0.052$. There the barrier law of Section 5 gives $3.3\ \mathrm{meV}$ against the actual $2.5\ \mathrm{meV}$, so a 5% change of width is already too large for an accurate leading-order barrier.

**What temperature does.** The classical density of a lone spherical molecule across the slit is proportional to $e^{-V/kT}$; for a molecule that can turn, orientation also enters. This falls steadily as $V$ rises, so its peaks lie at the minima of $V$. It changes from two peaks to one at the same $H_c$ at any temperature, but the change may be faint. At $0.768\ \mathrm{nm}$ the central density is still $e^{-2.52/6.64}=0.68$ of the peak density. The barrier reaches $kT$ only at $0.798\ \mathrm{nm}$.

## 9. The model beside a real film

Pores in porous organosilicate films are typically of the order of one to a few nanometres across. The slit at merging, with a clear width of only about $0.45\ \mathrm{nm}$, is narrower than that, so the example applies to the smallest pores and not to typical ones. Real walls are amorphous and rough, carry methyl groups as well as oxygen, and seldom form parallel planes. Because $H_c$ is proportional to $\sigma$, a 10% error in $\sigma$ alone moves it by $0.07\ \mathrm{nm}$. Methyl linings, roughness and unequal walls were not estimated. Some other effects were, one at a time, with the remaining settings held fixed:

- **Molecular shape.** Model nitrogen as two half-strength sites $0.11\ \mathrm{nm}$ apart, with the same $\sigma$. Lying parallel to the walls, it merges at the same $H_c$. Held upright, it merges at $0.823\ \mathrm{nm}$. At $H_c$ and on the midplane, standing upright costs $7.7\ \mathrm{meV}$, close to $kT$, so both orientations matter. Between $H_c$ and $0.775\ \mathrm{nm}$ a tilted molecule centred on the midplane can place one site in each well, at the same energy as a parallel molecule in a side well. If the molecule turns freely and classically, the density of its centre splits at about $0.78\ \mathrm{nm}$ at $77\ \mathrm K$, and unlike the spherical case this value depends on temperature.
- **Pore shape.** The cylinder of Section 7 has a critical diameter of $0.776\ \mathrm{nm}$.
- **Separate wall atoms.** For a square lattice of the same density, with the planes in registry, the curvature across the slit vanishes at $0.757\ \mathrm{nm}$ on a line through wall atoms and at $0.689\ \mathrm{nm}$ on a line through hollows. At $H_c$ on the midplane the hollow line is the lateral minimum and the line through atoms a lateral maximum; they differ by about $3.5\ \mathrm{meV}$, less than $kT$.
- **Deeper wall layers.** Further planes spaced by $0.30\ \mathrm{nm}$ shift merging only to $0.726\ \mathrm{nm}$, although they deepen the single-wall well from $65.2$ to $75.5\ \mathrm{meV}$.
- **Other molecules.** Six neighbours fixed in the midplane at $0.43\ \mathrm{nm}$, with molecule–molecule Lennard-Jones parameters $0.36\ \mathrm{nm}$ and $8\ \mathrm{meV}$, shift merging to $0.734\ \mathrm{nm}$. The shift comes from holding them fixed; for a layer displaced as a whole the mutual distances do not change and the value stays at $H_c$.
- **Quantum motion.** The thermal density splits at $0.732\ \mathrm{nm}$ instead of $0.730\ \mathrm{nm}$.

The largest of these shifts, for the upright molecule, is 13% of $H_c$. The factor $2.28$ is a property of the ideal slit. For nitrogen between two similar oxygen-lined walls it suggests a scale of roughly $0.7$ to $0.8\ \mathrm{nm}$ between atom centres, and it is not a calibration of pore width. With unequal walls the mirror symmetry is lost. In general one well then disappears by meeting the barrier, instead of the two merging at the midplane. At that separation it is the shallower well, though it need not be the shallower one in a wide pore. The full set of values is in the numerical output.

## Computed values

```
Merging separation, formula: 2.28087 sigma
Merging separation, counted minima: 2.28088 sigma
Half separation at merging: 1.14043 sigma
Central depth at merging / single-wall depth: 1.6123 (ratio)
Separation of deepest well, scan: 2.00 sigma
Near merging, eta: 0.0010 (ratio)
  x*/d minimized: 0.017776 (ratio)
  x*/d law: 0.017770 (ratio)
  barrier minimized: 1.1139e-05 E0
  barrier law: 1.1201e-05 E0
Series ratios k=1,3,5: 11/5, 286/35, 143/6
Input sigma: 0.32 nm
Input epsilon: 13.0 meV
Input wall density: 13.0 nm^-2
Input temperature: 77.0 K
Input wall-atom diameter: 0.28 nm
Thermal energy kT: 6.64 meV
Energy scale E0: 108.7 meV
Single-wall well depth: 65.2 meV
Merging separation: 0.7299 nm
Clear width at merging: 0.450 nm
Central depth at merging: 105.2 meV
Central depth at merging: 1221 K
H/sigma | H (nm) | offset x* (nm) | well energy (meV) | barrier (meV)
2.0000 | 0.6400 | 0.0000 | -130.5 | 0.00
2.2000 | 0.7040 | 0.0000 | -115.0 | 0.00
2.2809 | 0.7299 | 0.0000 | -105.2 | 0.00
2.4000 | 0.7680 | 0.0500 | -93.3 | 2.52
2.6000 | 0.8320 | 0.0901 | -81.8 | 11.94
3.0000 | 0.9600 | 0.1583 | -72.0 | 30.58
Neglected effects, each taken alone:
Layer spacing: 0.30 nm
Merging with deeper layers: 0.7263 nm
Single-wall depth with deeper layers: 75.5 meV
Square-lattice spacing: 0.277 nm
Merging on line through wall atoms: 0.7572 nm
Merging on line through hollows: 0.6893 nm
Cylinder merging diameter: 2.4248 sigma
Cylinder merging diameter: 0.7759 nm
Bond length used: 0.11 nm
Merging for upright molecule: 0.8227 nm
Energy cost of upright at merging: 7.70 meV
Neighbour inputs: 0.36 nm, 8.0 meV, 0.16 nm^2
Neighbour distance in filled layer: 0.430 nm
Merging with six midplane neighbours: 0.7343 nm
Separation where barrier equals kT: 0.7984 nm
Molecular mass used: 28.0 u
Zero-point energy at merging: 0.80 meV
First level spacing at merging: 2.08 meV
Quantum thermal density splits at: 0.732 nm
```
